# Crystal optimization at fixed electric displacement through stable and unstable ferroelectric branches: a program that tests the result

```python
# RESULT UNDER TEST
# Minimizing U(x; d) = E(x) + kappa (d - p)^2 / 2 at fixed displacement flux d,
# with the cell voltage V = kappa (d - p) renewed from the Berry-phase
# polarization p, traces stable AND unstable branches of a ferroelectric.
# Along the path dU/dd = V; a point with dV/dd < 0 is a saddle with exactly one
# unstable direction at fixed voltage, provided the fixed-d Hessian is positive.
#
# SYMBOLS
# u: cation displacement (nm); c: cell height (nm); area: clamped cell area (nm2)
# a_k: cation amplitude over anion amplitude of the occupied Bloch state
# x = (u, c, Re a_0, Im a_0, Re a_1, ...); d = area*D/e; p = area*P/e
# kappa = e c/(eps0 area) in volt; V = c * electric field in volt; energies in eV
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize, minimize_scalar

SIDE = 0.39          # clamped in-plane cell edge, nm
AREA = SIDE**2
C0 = 0.40            # cell height of the paraelectric state, nm
DELTA = 1.5          # half of the on-site splitting, eV
T0 = 1.2             # hopping of the symmetric bond, eV
BETA = 16.0          # decay rate of the hopping with bond length, 1/nm
G = 4                # electrons per cell (two channels, two spins)
ZC = 2               # core charge of the cation, e
K2 = 2540.0          # lattice spring, eV/nm2
K4 = 1.5e6           # lattice quartic constant, eV/nm4
KC = 500.0           # spring of the cell height, eV/nm2
GAMMA = 8000.0       # coupling of cell height and displacement, eV/nm3
NK = 20              # k points
TEMPERATURE = 300.0  # K
BREAKDOWN = 1.0      # rough breakdown field of a film, MV/cm
DOMAIN = 5.0         # domain width for the estimate, nm
TO_UC = sc.e * 1e6 / (AREA * 1e-14)   # one e per cell area in uC/cm2


def kappa(c):
    return sc.e / sc.epsilon_0 * 1e9 * c / AREA


def hopping(k, u):
    return T0 * (np.exp(BETA * u) + np.exp(-BETA * u - 1j * k))


def lattice(u, c):
    s = c - C0
    return K2*u**2/2 + K4*u**4/4 + KC*s**2/2 - GAMMA*s*u**2


def band_state(n, u, c):
    """Zero-field ground state of the electrons for given ions."""
    h = hopping(2*np.pi*np.arange(n)/n, u)
    a = -h / (np.sqrt(DELTA**2 + abs(h)**2) + DELTA)
    x = np.empty(2*n + 2)
    x[0], x[1], x[2::2], x[3::2] = u, c, a.real, a.imag
    return x


def pieces(x):
    """Energy, its gradient, polarization, its gradient."""
    u, c = x[:2]
    a = x[2::2] + 1j*x[3::2]
    n = a.size
    b = 2*np.pi/n
    k = b*np.arange(n)
    h = hopping(k, u)
    h_u = BETA*T0*(np.exp(BETA*u) - np.exp(-BETA*u - 1j*k))
    norm = 1 + abs(a)**2
    band = (DELTA*(abs(a)**2 - 1) + 2*(a.conj()*h).real)/norm
    energy = G*band.mean() + lattice(u, c)
    de, dp = np.empty_like(x), np.empty_like(x)
    de[0] = (G*np.mean(2*(a.conj()*h_u).real/norm)
             + K2*u + K4*u**3 - 2*GAMMA*(c - C0)*u)
    de[1] = KC*(c - C0) - GAMMA*u**2
    ge = 2*G/n*(DELTA*a + h - band*a)/norm
    de[2::2], de[3::2] = ge.real, ge.imag
    w = np.exp(1j*b*(0.5 - u/c))
    after, before = np.roll(a, -1), np.roll(a, 1)
    z = a.conj()*after*w
    p = ZC*u/c + G/(2*np.pi)*np.angle(1 + z).sum()
    rigid = ZC - G*np.mean((z/(1 + z)).real)
    dp[0], dp[1] = rigid/c, -rigid*u/c**2
    gp = -1j*G/(2*np.pi)*(after*w/(1 + z)
                          - before*np.conj(w)/(1 + np.roll(z, 1).conj()))
    dp[2::2], dp[3::2] = gp.real, gp.imag
    return energy, de, p, dp


def functional(x, d=None, volt=None):
    """Value, gradient, voltage, polarization at fixed d or at fixed voltage."""
    energy, de, p, dp = pieces(x)
    kap = kappa(x[1])
    if d is not None:
        volt = kap*(d - p)
        value = energy + volt**2/(2*kap)
    else:
        value = energy - volt*p - volt**2/(2*kap)
    grad = de - volt*dp
    grad[1] += volt**2/(2*kap*x[1])
    return value, grad, volt, p


def hessian(x, free, **control):
    step = 1e-5
    rows = []
    for i in free:
        e = np.zeros_like(x)
        e[i] = step
        rows.append((functional(x + e, **control)[1]
                     - functional(x - e, **control)[1])[free]/(2*step))
    m = np.array(rows)
    return (m + m.T)/2


def scaling(x):
    s = np.ones_like(x)
    s[:2] = 1e-3
    return s


def relax(x, free=None, **control):
    """Descending Newton search; the voltage is renewed at every evaluation."""
    free = np.arange(x.size) if free is None else free
    s = scaling(x)[free]
    for _ in range(100):
        value, grad = functional(x, **control)[:2]
        if np.max(abs(grad[free])) < 1e-10:
            return x
        w, q = np.linalg.eigh(hessian(x, free, **control)*np.outer(s, s))
        move = np.zeros_like(x)
        move[free] = -s*(q @ ((q.T @ (s*grad[free]))/np.maximum(abs(w), 1e-9)))
        move /= max(1, abs(move[0])/0.003, abs(move[1])/0.01,
                    np.max(abs(move[2:]))/0.2)
        for _ in range(40):
            if functional(x + move, **control)[0] <= value + 1e-11:
                break
            move = move/2
        x = x + move
    raise RuntimeError("no convergence")


def sweep(n, directions=(-1, 1)):
    """Continuation in d away from the paraelectric state."""
    path = []
    for sign in directions:
        x, branch = band_state(n, 0.0, C0), []
        for i in range(60):
            d = sign*0.01*i
            x = relax(x, d=d)
            branch.append((d, x))
            if sign*functional(x, d=d)[2] > 0.06:
                break
        else:
            raise RuntimeError("outer branch not reached")
        path = path + branch if sign > 0 else branch[:0:-1]
    return path


def state_at(d, path):
    return relax(min(path, key=lambda item: abs(item[0] - d))[1], d=d)


def voltage_at(d, path):
    return functional(state_at(d, path), d=d)[2]


def turning(path):
    r = minimize_scalar(voltage_at, bounds=(0.02, path[-1][0]), args=(path,),
                        method="bounded", options={"xatol": 1e-5})
    return r.x, r.fun


def unstable_count(x, volt):
    s = scaling(x)
    m = hessian(x, np.arange(x.size), volt=volt)*np.outer(s, s)
    return int(np.sum(np.linalg.eigvalsh(m) < 0))


# --- Berry-phase polarization in a field against the dipole of open chains
def chain_dipole(cells, u, c, volt):
    r = np.arange(cells)
    pos = np.empty(2*cells)
    pos[0::2], pos[1::2] = r + u/c, r + 0.5
    m = np.diag(np.tile([DELTA, -DELTA], cells) + volt*pos)
    for i in range(2*cells - 1):
        m[i, i+1] = m[i+1, i] = T0*np.exp(BETA*u if i % 2 == 0 else -BETA*u)
    vec = np.linalg.eigh(m)[1][:, :cells]
    electrons = G*np.sum(np.sum(vec**2, axis=1)*pos)
    ions = ZC*np.sum(r + u/c) - ZC*np.sum(r) + G*np.sum(r + 0.5)
    return ions - electrons


u_t, v_t = 0.01, 0.04
p_chain = (chain_dipole(30, u_t, C0, v_t) - chain_dipole(20, u_t, C0, v_t))/10
p_mesh = {}
for n in (24, 48):
    x = relax(band_state(n, u_t, C0), free=np.arange(2, 2*n + 2), volt=v_t)
    p_mesh[n] = pieces(x)[2]
assert abs(p_mesh[48] - p_chain) < 0.02*abs(p_chain)
assert abs(p_mesh[48] - p_chain) < abs(p_mesh[24] - p_chain)/3

# --- path at fixed displacement
path = sweep(NK)
d_list = np.array([item[0] for item in path])
v_list = np.array([functional(x, d=d)[2] for d, x in path])
assert np.max(abs(v_list))*NK < 2*DELTA
assert max(np.max(np.hypot(x[2::2], x[3::2])) for _, x in path) < 1
everything = np.arange(2*NK + 2)
counts, lowest = [], []
for (d, x), v in zip(path, v_list):
    s = scaling(x)
    lowest.append(np.linalg.eigvalsh(
        hessian(x, everything, d=d)*np.outer(s, s))[0])
    counts.append(unstable_count(x, v))
counts = np.array(counts)
assert min(lowest) > 0
slopes = np.gradient(v_list, d_list)
for i in range(1, len(path) - 1):
    if abs(slopes[i]) > 0.2:
        assert counts[i] == (1 if slopes[i] < 0 else 0)
assert abs(voltage_at(-0.1, path) + voltage_at(0.1, path)) < 1e-7

# --- gradient with the live field against differences of the functional
rng = np.random.default_rng(1)
x = state_at(0.08, path) + 1e-3*scaling(path[0][1])*rng.normal(size=2*NK + 2)
g_num = []
for i in everything:
    e = np.zeros_like(x)
    e[i] = 1e-6
    g_num.append((functional(x + e, d=0.08)[0]
                  - functional(x - e, d=0.08)[0])/2e-6)
assert np.max(abs(np.array(g_num) - functional(x, d=0.08)[1])) < 1e-5

# --- turning point and spontaneous state
d_turn, v_turn = turning(path)
x_turn = state_at(d_turn, path)
d_s = brentq(voltage_at, d_turn, path[-1][0], args=(path,))
x_s = state_at(d_s, path)
u_para = functional(band_state(NK, 0.0, C0), d=0.0)[0]
depth = u_para - functional(x_s, d=d_s)[0]

# --- dU/dd = V, and the determinant relation, on both kinds of branch
for d in (0.08, d_s):
    xp, xm, xc = (state_at(d + s, path) for s in (1e-3, -1e-3, 0.0))
    fp, fm = functional(xp, d=d + 1e-3), functional(xm, d=d - 1e-3)
    v = functional(xc, d=d)[2]
    assert abs((fp[0] - fm[0])/2e-3 - v) < 1e-4
    slope = (fp[2] - fm[2])/2e-3
    s_v, l_v = np.linalg.slogdet(hessian(xc, everything, volt=v))
    s_d, l_d = np.linalg.slogdet(hessian(xc, everything, d=d))
    assert abs(kappa(xc[1])*s_v*s_d*np.exp(l_v - l_d)/slope - 1) < 2e-3


# --- wells from direct diagonalization at zero field, without any polarization
def zero_field_energy(y):
    u, c = y[0]/100, C0 + y[1]/100
    h = hopping(2*np.pi*np.arange(400)/400, u)
    return -G*np.mean(np.sqrt(DELTA**2 + abs(h)**2)) + lattice(u, c)


well = minimize(zero_field_energy, [1.5, 0.3], method="Nelder-Mead",
                options={"xatol": 1e-8, "fatol": 1e-14, "maxiter": 2000})
depth_direct = zero_field_energy([0.0, 0.0]) - well.fun
assert abs(well.x[0]/100 - x_s[0]) < 1e-6
assert abs(C0 + well.x[1]/100 - x_s[1]) < 1e-6
nodes, weights = np.polynomial.legendre.leggauss(8)
work = d_s/2*sum(w*voltage_at(d_s/2*(1 + t), path)
                 for t, w in zip(nodes, weights))
assert abs(work + depth_direct) < 1e-5

# --- field update with frozen ions: divergence and its cure
electrons = np.arange(2, 2*NK + 2)
v_pm = [functional(relax(x_s, free=electrons, d=d_s + s), d=d_s + s)[2]
        for s in (1e-3, -1e-3)]
eps_inf = kappa(x_s[1])*2e-3/(v_pm[0] - v_pm[1])
v_start = 0.002
x = relax(x_s, free=electrons, volt=v_start)
growth = kappa(x[1])*(d_s - pieces(x)[2])/v_start
assert abs(growth/(1 - eps_inf) - 1) < 0.02 and abs(growth) > 1
v, x, updates = 0.02, x_s, 0
while updates < 30:
    x = relax(x, free=electrons, volt=v)
    residual = kappa(x[1])*(d_s - pieces(x)[2]) - v
    if abs(residual) < 1e-6:
        break
    v += residual/eps_inf
    updates += 1
assert updates < 12 and abs(v) < 1e-5

# --- searches at fixed voltage lose the branch beyond the turning point
u_inside = relax(x_s, volt=0.97*v_turn)[0]
u_beyond = relax(x_s, volt=1.03*v_turn)[0]
assert u_inside > 0 > u_beyond

# --- three states that share one voltage
v_three = 0.4*v_turn
brackets = [(path[0][0], -d_turn), (-d_turn, d_turn), (d_turn, path[-1][0])]
three = []
for lo, hi in brackets:
    d = brentq(lambda t: voltage_at(t, path) - v_three, lo, hi)
    x = state_at(d, path)
    three.append((d, x, functional(x, volt=v_three)[0] - u_para,
                  unstable_count(x, v_three)))
assert [item[3] for item in three] == [0, 1, 0]
for shift, target in ((-0.02, three[0]), (0.02, three[2])):
    x = relax(state_at(three[1][0] + shift, path), volt=v_three)
    assert abs(x[0] - target[1][0]) < 1e-6

# --- sizes of neglected effects
path_coarse = sweep(14, (1,))
d_coarse, v_coarse = turning(path_coarse)
c_coarse = state_at(d_coarse, path_coarse)[1]
p_dense = pieces(band_state(160, x_s[0], x_s[1]))[2]


def decay(energy):
    return 2*np.arcsinh(np.sqrt(max(DELTA**2 - energy**2, 0.0))/(2*T0))


k_complex = np.pi + 1j*decay(0.6)
m = np.array([[DELTA, T0*(1 + np.exp(-1j*k_complex))],
              [T0*(1 + np.exp(1j*k_complex)), -DELTA]])
assert np.min(abs(np.linalg.eigvals(m) - 0.6)) < 1e-9
tunnel = 2*quad(decay, -DELTA, DELTA)[0]/abs(v_turn)
thermal = sc.k*TEMPERATURE/sc.e
e_turn = 10*v_turn/x_turn[1]
wall = depth/(AREA*x_s[1])*DOMAIN*sc.e*1e21

print(f"cell edge {SIDE} nm, paraelectric height {C0} nm, k points {NK}")
print(f"half splitting {DELTA} eV, hopping {T0} eV, decay {BETA} 1/nm")
print(f"electrons per cell {G}, cation core charge {ZC} e")
print(f"K2 {K2} eV/nm2, K4 {K4:.2e} eV/nm4")
print(f"KC {KC} eV/nm2, gamma {GAMMA} eV/nm3")
print(f"kappa at paraelectric height: {kappa(C0):.3f} V")
print(f"one e per cell area: {TO_UC:.2f} uC/cm2")
print(f"electronic polarization quantum: {G*TO_UC:.1f} uC/cm2")
print(f"test chain, u {u_t} nm, V {v_t} V: p open chain {p_chain:.5f} e")
print(f"  p Berry phase, 24 and 48 k: {p_mesh[24]:.5f}, {p_mesh[48]:.5f} e")
print("path: D uC/cm2 | E MV/cm | u nm | c nm | U meV | unstable directions")
for i, (d, x) in enumerate(path):
    if d >= 0 and (round(100*d) % 3 == 0 or i == len(path) - 1):
        print(f"  {d*TO_UC:6.2f} | {10*v_list[i]/x[1]:7.3f} | {x[0]:.5f} | "
              f"{x[1]:.5f} | {1000*(functional(x, d=d)[0]-u_para):8.3f} | "
              f"{counts[i]}")
print(f"spontaneous: d {d_s:.5f} e, P {d_s*TO_UC:.2f} uC/cm2")
print(f"  u {x_s[0]:.5f} nm, c {x_s[1]:.5f} nm")
print(f"  direct diagonalization: u {well.x[0]/100:.5f} nm")
print(f"well depth, fixed-D path: {1000*depth:.4f} meV per cell")
print(f"well depth, direct diagonalization: {1000*depth_direct:.4f} meV")
print(f"well depth, minus integral of V: {-1000*work:.4f} meV")
print(f"turning point: D {d_turn*TO_UC:.2f} uC/cm2, V {1000*v_turn:.2f} mV")
print(f"  field {e_turn:.3f} MV/cm, u {x_turn[0]:.5f} nm")
print(f"frozen-ion permittivity: {eps_inf:.3f}")
print(f"undamped field update, error factor: {growth:.3f}")
print(f"damped field update, factor m: {1/eps_inf:.3f}, updates: {updates}")
print(f"fixed V at 0.97 of turning: u {u_inside:.5f} nm")
print(f"fixed V at 1.03 of turning: u {u_beyond:.5f} nm")
print(f"three states at V {1000*v_three:.2f} mV:")
for d, x, f, count in three:
    print(f"  D {d*TO_UC:7.2f} uC/cm2, u {x[0]:8.5f} nm, "
          f"F {1000*f:8.3f} meV, unstable {count}")
print(f"largest |V|*N_k on path: {np.max(abs(v_list))*NK:.2f} eV, "
      f"gap {2*DELTA:.2f} eV")
print(f"P spontaneous with 160 k points: {p_dense*TO_UC:.2f} uC/cm2")
print(f"turning field with 14 k points: {10*v_coarse/c_coarse:.3f} MV/cm")
print(f"tunnelling exponent at turning voltage: {tunnel:.1f}")
print(f"kT at {TEMPERATURE:.0f} K: {1000*thermal:.2f} meV, "
      f"depth/kT {depth/thermal:.3f}")
print(f"turning field over rough breakdown field of {BREAKDOWN} MV/cm: "
      f"{abs(e_turn)/BREAKDOWN:.2f}")
print(f"break-even wall energy, {DOMAIN:.0f} nm domains: {wall:.1f} mJ/m2")
print("all assertions hold")
```

Printed output:

```
cell edge 0.39 nm, paraelectric height 0.4 nm, k points 20
half splitting 1.5 eV, hopping 1.2 eV, decay 16.0 1/nm
electrons per cell 4, cation core charge 2 e
K2 2540.0 eV/nm2, K4 1.50e+06 eV/nm4
KC 500.0 eV/nm2, gamma 8000.0 eV/nm3
kappa at paraelectric height: 47.587 V
one e per cell area: 105.34 uC/cm2
electronic polarization quantum: 421.3 uC/cm2
test chain, u 0.01 nm, V 0.04 V: p open chain 0.15983 e
  p Berry phase, 24 and 48 k: 0.15969, 0.15979 e
path: D uC/cm2 | E MV/cm | u nm | c nm | U meV | unstable directions
    0.00 |   0.000 | 0.00000 | 0.40000 |    0.000 | 1
    3.16 |  -0.840 | 0.00216 | 0.40008 |   -0.511 | 1
    6.32 |  -1.556 | 0.00428 | 0.40030 |   -1.968 | 1
    9.48 |  -2.037 | 0.00635 | 0.40065 |   -4.154 | 1
   12.64 |  -2.195 | 0.00833 | 0.40112 |   -6.735 | 0
   15.80 |  -1.967 | 0.01023 | 0.40169 |   -9.282 | 0
   18.96 |  -1.313 | 0.01203 | 0.40233 |  -11.304 | 0
   22.12 |  -0.208 | 0.01373 | 0.40302 |  -12.268 | 0
   25.28 |   1.356 | 0.01534 | 0.40375 |  -11.620 | 0
   26.33 |   1.979 | 0.01585 | 0.40400 |  -10.948 | 0
spontaneous: d 0.21456 e, P 22.60 uC/cm2
  u 0.01398 nm, c 0.40313 nm
  direct diagonalization: u 0.01398 nm
well depth, fixed-D path: 12.2872 meV per cell
well depth, direct diagonalization: 12.2872 meV
well depth, minus integral of V: 12.2872 meV
turning point: D 12.45 uC/cm2, V -88.07 mV
  field -2.196 MV/cm, u 0.00822 nm
frozen-ion permittivity: 5.366
undamped field update, error factor: -4.366
damped field update, factor m: 0.186, updates: 2
fixed V at 0.97 of turning: u 0.00933 nm
fixed V at 1.03 of turning: u -0.01605 nm
three states at V -35.23 mV:
  D  -24.40 uC/cm2, u -0.01490 nm, F  -20.155 meV, unstable 0
  D    3.32 uC/cm2, u  0.00226 nm, F    0.547 meV, unstable 1
  D   20.37 uC/cm2, u  0.01280 nm, F   -5.085 meV, unstable 0
largest |V|*N_k on path: 1.76 eV, gap 3.00 eV
P spontaneous with 160 k points: 22.62 uC/cm2
turning field with 14 k points: -2.198 MV/cm
tunnelling exponent at turning voltage: 64.0
kT at 300 K: 25.85 meV, depth/kT 0.475
turning field over rough breakdown field of 1.0 MV/cm: 2.20
break-even wall energy, 5 nm domains: 160.5 mJ/m2
all assertions hold
```
